# Apparent activation energy of silicide growth by lattice and grain-boundary diffusion

## Parallel paths and their mean activation energy

Let $T$ be the absolute temperature, $k_B$ the Boltzmann constant and $\beta=1/(k_BT)$. For a positive quantity $X$, measured in a fixed unit, the apparent activation energy at temperature $T$ is defined as

$$E_X=-\frac{d\ln X}{d\beta}.$$

The definition is chosen to agree with the Arrhenius law. If $X=X_0e^{-\beta Q}$ with constant $X_0$ and $Q$, then $\ln X=\ln X_0-\beta Q$, and the derivative gives $E_X=Q$. For any other dependence on temperature, $E_X$ is the local slope of the Arrhenius plot with its sign reversed, and it may change along the plot. Since $d\beta/dT=-1/(k_BT^2)$, the same quantity can be written as $E_X=k_BT^2\,d\ln X/dT$. Energies are given per atom or per formula unit, in electronvolts.

The system is a flat silicide film of thickness $L$. One atomic species diffuses through it, from the face $x=0$ to the face $x=L$. The film consists of columnar grains whose boundaries run straight from one face to the other. Atoms can cross the film through the grain interiors, called the lattice path and marked $l$, or along the grain boundaries, marked $b$. The question is how the activation energies $Q_l$ and $Q_b$ of the two paths combine into the apparent energy of the whole film.

The area open to each path comes first. Take the grains as square columns that repeat with pitch $d$, and let each boundary be a slab of width $\delta$. One repeating cell has area $d^2$. A boundary slab is shared by two neighbouring grains, so a cell contains one slab width in each direction, and the grain interior is a square of side $d-\delta$. The fraction of the film area taken up by boundaries is therefore

$$f=\frac{d^2-(d-\delta)^2}{d^2}=1-\left(1-\frac{\delta}{d}\right)^2=\frac{2\delta}{d}-\frac{\delta^2}{d^2}.$$

For $\delta\ll d$ this is close to $2\delta/d$: halving the grain size nearly doubles the boundary area. The argument below needs $f$ to be independent of temperature, but it doesn't need the columns to be square.

Atoms move in response to a gradient of their chemical potential $\mu$. In path $i$ the flux density, in atoms per area and time, is

$$J_i=-\frac{C D_i}{k_BT}\frac{d\mu}{dx}.$$

Here $C$ is the concentration of the diffusing species in the silicide, and $D_i/(k_BT)$ is the mobility. The same $C$ is used for both paths. If the species is enriched in the boundary by a factor $s$, that factor is absorbed into $D_b$. An enrichment $s=s_0e^{-\beta H}$ then adds $H$ to the energy of motion along the boundary, and $Q_b$ means the sum of the two. With this convention,

$$D_l=D_{l0}e^{-\beta Q_l},\qquad D_b=D_{b0}e^{-\beta Q_b},$$

where the prefactors and energies are taken as independent of temperature.

It must be shown that the two paths really act in parallel, since atoms are free to leave a boundary and enter the neighbouring grain. Let both faces be at uniform chemical potential, with a drop $\Delta\mu=\mu(0)-\mu(L)>0$. In the steady state no atoms accumulate, so the potential obeys $\nabla\cdot(D\nabla\mu)=0$, where $D$ equals $D_l$ in the grains and $D_b$ in the boundaries. Try the linear profile

$$\mu(x)=\mu(0)-\frac{x}{L}\Delta\mu .$$

Within each region $D$ is constant and the second derivative of $\mu$ vanishes, so the equation holds. At the side wall between a grain and a boundary, $\mu$ has the same value on both sides, because it depends on $x$ alone. The flux through the wall is zero on both sides, because the gradient is parallel to the wall. All conditions are met.

No other solution that repeats from cell to cell exists. Let $u$ be the difference of two such solutions. It vanishes on both faces and satisfies $\nabla\cdot(D\nabla u)=0$. Multiply this equation by $u$ and integrate by parts over one repeating cell:

$$0=\int u\,\nabla\cdot(D\nabla u)\,dV=\oint u\,D\,\nabla u\cdot d\mathbf A-\int D|\nabla u|^2dV .$$

The surface integral vanishes on the faces because $u=0$ there, and the contributions of opposite side walls cancel because the cell repeats. Hence $\int D|\nabla u|^2dV=0$. As $D$ is positive, $u$ is constant, and being zero on the faces it is zero everywhere. The linear profile is the solution, and there is no net sideways flux between the paths, however different $D_l$ and $D_b$ may be. Single atoms can still wander from one path to the other, but the crossings in the two directions balance.

Each path thus carries the flux density $J_i=CD_i\Delta\mu/(k_BTL)$. The flux averaged over the film area is the sum of the flux densities, each multiplied by its area fraction:

$$\bar J=(1-f)J_l+fJ_b=\frac{C\,\Delta\mu}{k_BT\,L}D_{\rm eff},\qquad D_{\rm eff}=(1-f)D_l+fD_b .$$

The share of the total flux carried by each path is

$$w_l=\frac{(1-f)J_l}{\bar J}=\frac{(1-f)D_l}{D_{\rm eff}},\qquad w_b=\frac{fJ_b}{\bar J}=\frac{fD_b}{D_{\rm eff}},\qquad w_l+w_b=1 .$$

The common factor $C\Delta\mu/(k_BTL)$ has cancelled, so the shares do not depend on the film thickness or on the driving force.

The apparent energy of $D_{\rm eff}$ now follows by differentiation. Since $D_i$ depends on $\beta$ through its exponential, $dD_i/d\beta=-Q_iD_i$. With $f$ constant,

$$\frac{dD_{\rm eff}}{d\beta}=-(1-f)D_lQ_l-fD_bQ_b .$$

Dividing by $-D_{\rm eff}$ turns the left side into $-d\ln D_{\rm eff}/d\beta$ and the coefficients on the right into the flux shares:

$$\boxed{E_D=w_lQ_l+w_bQ_b}$$

This is the result to be proved. The apparent energy is the mean of the path energies, each weighted by the path's share of the total flux. It lies between $Q_b$ and $Q_l$, and it approaches the energy of one path when that path carries nearly all the flux. An apparent energy between the two therefore need not belong to any single atomic jump. The proof extends to more than two parallel paths by adding terms to the sum.

The weights are total fluxes, not flux densities. A boundary may have a flux density hundreds of times that of the lattice and still carry less than half of the total flux, because its area is small. The ratio of the shares displays both factors:

$$\frac{w_l}{w_b}=\frac{(1-f)D_{l0}}{fD_{b0}}\,e^{-\beta(Q_l-Q_b)} .$$

Take $Q_l>Q_b$, the usual case in which the open structure of a boundary makes motion easier. The exponential then grows with temperature, and the lattice gains share on heating. The shares are equal when the right side is one. Taking the logarithm gives the temperature $T^*$ at which this happens:

$$k_BT^*=\frac{Q_l-Q_b}{\ln\left[(1-f)D_{l0}/(fD_{b0})\right]} .$$

A positive $T^*$ requires the logarithm to be positive. If it is negative, the ratio $w_l/w_b$ stays below one at every temperature and the boundaries carry the larger share throughout.

The drift of the apparent energy with temperature follows from a second differentiation. From $\ln w_l=\ln[(1-f)D_l]-\ln D_{\rm eff}$,

$$\frac{d\ln w_l}{d\beta}=-Q_l+E_D=-Q_l+w_lQ_l+w_bQ_b=-w_b(Q_l-Q_b),$$

where $1-w_l=w_b$ was used. Hence $dw_l/d\beta=-w_lw_b(Q_l-Q_b)$. Because $w_b=1-w_l$, the mean can be written $E_D=Q_b+w_l(Q_l-Q_b)$, and so

$$\frac{dE_D}{d\beta}=-w_lw_b(Q_l-Q_b)^2 .$$

The right side is never positive. As $\beta$ falls on heating, $E_D$ rises or stays constant. The product $w_lw_b$ is greatest at equal shares, where it equals $1/4$. Since $d^2\ln D_{\rm eff}/d\beta^2=-dE_D/d\beta\ge0$, the Arrhenius plot bends upwards and lies above each of its tangents. A tangent drawn at one temperature and extended to another, hotter or colder, gives too small a diffusivity.

An experiment measures a slope over a finite range. Integrating the definition of $E_D$ from $\beta_1$ to $\beta_2>\beta_1$ gives

$$\frac{\ln D_{\rm eff}(\beta_1)-\ln D_{\rm eff}(\beta_2)}{\beta_2-\beta_1}=\frac{1}{\beta_2-\beta_1}\int_{\beta_1}^{\beta_2}E_D\,d\beta .$$

The energy found from two temperatures is the plain average of the local energy over $\beta$. The flux-weighted formula holds at each temperature, and a straight line replaces its varying value by one number.

A numerical example shows the sizes involved. The parameters are round values chosen for a film of cobalt disilicide, CoSi$_2$, with cobalt as the moving species: $Q_l=2.6$ eV, $Q_b=2.1$ eV, $D_{l0}=20$ cm$^2$/s, $D_{b0}=10$ cm$^2$/s, $d=200$ nm and $\delta=0.5$ nm. The boundary fraction is

$$f=1-(1-0.0025)^2=0.004994 .$$

At 600 °C, or 873.15 K, $k_BT=0.07524$ eV. The exponentials give $D_l=1.968\times10^{-14}$ and $D_b=7.567\times10^{-12}$ cm$^2$/s. Multiplication by the area fractions gives

$$(1-f)D_l=1.958\times10^{-14}\ {\rm cm^2/s},\qquad fD_b=3.779\times10^{-14}\ {\rm cm^2/s},$$

with the sum $D_{\rm eff}=5.737\times10^{-14}$ cm$^2$/s. The lattice share is $w_l=1.958/5.737=0.341$, the boundary share is $0.659$, and

$$E_D=0.341\times2.6\ {\rm eV}+0.659\times2.1\ {\rm eV}=2.27\ {\rm eV}.$$

The flux density in the boundaries is $D_b/D_l\approx385$ times that in the lattice, yet the lattice carries a third of the total flux.

The same calculation at 500 °C gives $w_l=0.180$ and $E_D=2.19$ eV. At 700 °C it gives $w_l=0.506$ and $E_D=2.35$ eV. The shares are equal at $T^*=969$ K, or 696 °C, since the logarithm in the formula for $T^*$ is $\ln 398.5=5.99$ and $0.5\ {\rm eV}/5.99=0.0835$ eV. Over 200 K the apparent energy thus rises by 0.16 eV, although neither path energy changes.

This rise is hard to see in a plot. Between 500 and 700 °C, $D_{\rm eff}$ grows from $1.247\times10^{-15}$ to $1.347\times10^{-12}$ cm$^2$/s, and the two end points give a mean energy of 2.26 eV. A least-squares line through $\ln D_{\rm eff}$ at nine temperatures, spaced by 25 K, also gives 2.26 eV. The largest departure of $D_{\rm eff}$ from this line is 3.8 per cent of the line's value, while $D_{\rm eff}$ itself changes by a factor of about 1080. In this example a good straight line is therefore no evidence for a single path. With only these nine temperatures, a scatter of ten per cent in each measured value would hide the bend.

Grain size offers a clearer sign. Increasing $d$ at fixed temperature reduces $f$, raises $w_l/w_b$ and so raises $E_D$ when $Q_l>Q_b$. At 600 °C, with all other parameters held fixed, the model gives 2.16 eV for grains of 50 nm and 2.46 eV for grains of 1000 nm. Two films of the same compound can thus have different apparent energies without any difference in their atomic jumps.

## Growth of the silicide and the limits of the result

The symbols carried over are these. The film has thickness $L$, grain size $d$, boundary width $\delta$ and boundary area fraction $f=1-(1-\delta/d)^2$; also $\beta=1/(k_BT)$. The lattice and the boundaries have diffusivities $D_l$ and $D_b$ with activation energies $Q_l$ and $Q_b$. They carry the shares $w_l$ and $w_b$ of the total flux. The mean flux density under a potential drop $\Delta\mu$ is $\bar J=CD_{\rm eff}\Delta\mu/(k_BTL)$, with $D_{\rm eff}=(1-f)D_l+fD_b$. An apparent energy is $E_X=-d\ln X/d\beta$, and for fixed grain size $E_D=w_lQ_l+w_bQ_b$. In the example at 600 °C, $D_{\rm eff}=5.737\times10^{-14}$ cm$^2$/s, $w_l=0.341$, $w_b=0.659$ and $E_D=2.271$ eV.

A growth experiment records the thickness of a film, not its diffusivity, so the growth law has to be connected with $D_{\rm eff}$. Consider CoSi$_2$ growing between CoSi at $x=0$ and silicon at $x=L$. Cobalt moves through the CoSi$_2$, and silicon is taken as immobile there. At the first face, let $p$ units of CoSi turn into $q$ units of CoSi$_2$ and release one cobalt atom. Counting cobalt gives $p=q+1$ and counting silicon gives $p=2q$, so $q=1$ and $p=2$. The reactions at the two faces are

$$2\,{\rm CoSi}\to{\rm CoSi_2}+{\rm Co},\qquad {\rm Co}+2\,{\rm Si}\to{\rm CoSi_2}.$$

Each cobalt atom that crosses the film therefore leads to two new formula units of CoSi$_2$, one at each face.

The potential drop follows from equilibrium at the faces, which assumes that the reactions there are fast. Let $g_1$, $g_2$ and $g_{\rm Si}$ be the free energies of one unit of CoSi, CoSi$_2$ and Si. Let

$$\Delta G=g_1+g_{\rm Si}-g_2$$

be the free energy released when CoSi + Si becomes CoSi$_2$. It is positive when the reaction proceeds. Where CoSi and CoSi$_2$ coexist, the chemical potentials satisfy $\mu_{\rm Co}+\mu_{\rm Si}=g_1$ and $\mu_{\rm Co}+2\mu_{\rm Si}=g_2$. Subtraction gives $\mu_{\rm Si}=g_2-g_1$, and then $\mu_{\rm Co}=2g_1-g_2$. Where CoSi$_2$ meets silicon, $\mu_{\rm Si}=g_{\rm Si}$ and $\mu_{\rm Co}=g_2-2g_{\rm Si}$. The drop for cobalt is the difference:

$$\Delta\mu=(2g_1-g_2)-(g_2-2g_{\rm Si})=2\Delta G .$$

The factor of two agrees with the two reactions completed per transported atom.

Let $\Omega$ be the volume of one formula unit of CoSi$_2$. It contains one cobalt atom, so $C=1/\Omega$. In a time $dt$, $\bar J\,dt$ atoms cross unit area and create a volume $2\Omega\bar J\,dt$ of silicide. Hence

$$\frac{dL}{dt}=2\Omega\bar J=\frac{2D_{\rm eff}\,\Delta\mu}{k_BT\,L}=\frac{4D_{\rm eff}\,\Delta G}{k_BT\,L}.$$

Two assumptions enter here. The flux is taken as steady at each thickness, which is reasonable when the compound has a narrow composition range and can store little excess cobalt. The faces are also taken to stay flat. The boundaries deliver far more atoms per area than the grains do, so flatness requires fast spreading of atoms along the faces. When the grains are as wide as the film is thick, or wider, this is a demanding condition. Take a two-dimensional version of the example at 600 °C, with strips about 1 nm wide every 200 nm, a thickness of 100 nm, uniform uptake on both faces and a fixed mean potential drop. A face layer 0.5 nm thick with diffusivity $D_b$ then passes only about three quarters of the flux given by $D_{\rm eff}$, with an apparent energy of 2.34 eV. A layer about ten times faster is needed to come within 4 per cent. The numbers below assume spreading at least that fast.

Multiplying the growth rate by $2L$ gives $d(L^2)/dt$, whose right side no longer contains $L$. At constant temperature and grain size, integration from an initial thickness $L_0$ yields

$$L^2-L_0^2=Kt,\qquad K=\frac{8D_{\rm eff}\,\Delta G}{k_BT}.$$

With $\ln K=\ln8+\ln D_{\rm eff}+\ln\Delta G+\ln\beta$, the apparent energy of the growth constant is

$$E_K=E_D-k_BT-\frac{d\ln\Delta G}{d\beta}.$$

The flux-weighted mean is thus the apparent energy of the diffusivity. The growth constant has a slightly different slope, because the driving factor $\Delta G/(k_BT)$ also depends on temperature. For constant $\Delta G$ the difference is $-k_BT$, and plotting $\ln(KT)$ instead of $\ln K$ removes it, since $KT$ is then proportional to $D_{\rm eff}$.

With $\Delta G=0.05$ eV, the example at 600 °C gives

$$K=\frac{8\times5.737\times10^{-14}\ {\rm cm^2/s}\times0.05\ {\rm eV}}{0.07524\ {\rm eV}}=3.05\times10^{-13}\ {\rm cm^2/s}=30.5\ {\rm nm^2/s}.$$

A film that starts from negligible thickness reaches 100 nm after $10^4/30.5=328$ s. The apparent energy of $K$ is $2.271-0.075=2.195$ eV to within rounding, compared with the flux-weighted mean of 2.271 eV.

The driving force of this reaction is small, so its own temperature dependence may matter. Suppose that $\Delta G$ rises by $\sigma k_B$ per kelvin, where $\sigma k_B$ is the reaction entropy. Then $d\Delta G/dT=\sigma k_B$. With $dT/d\beta=-k_BT^2$, the last term of $E_K$ becomes

$$-\frac{1}{\Delta G}\frac{d\Delta G}{d\beta}=\frac{\sigma(k_BT)^2}{\Delta G}.$$

For a trial value $\sigma=0.2$ this is $0.2\times(0.07524)^2/0.05=0.023$ eV. A negative entropy of the same size lowers $E_K$ by the same amount. The shift is inversely proportional to $\Delta G$, so it would be smaller for a strongly driven reaction with the same entropy.

In the example, giving up the condition of fixed grain size has a larger effect than this trial entropy. Suppose that films annealed at higher temperature have larger grains, and write $\ln d=\text{constant}-\gamma\beta$ with $\gamma>0$. Each film still has a fixed grain size during its own anneal. The boundary fraction now contributes to the slope. Differentiating $f=1-(1-\delta/d)^2$ gives

$$\frac{df}{d\ln d}=-\frac{2\delta}{d}\left(1-\frac{\delta}{d}\right),\qquad \frac{df}{d\beta}=\frac{2\gamma\delta}{d}\left(1-\frac{\delta}{d}\right),$$

because $d\ln d/d\beta=-\gamma$. The additional term in $dD_{\rm eff}/d\beta$ is $(D_b-D_l)\,df/d\beta$, and therefore

$$E_D=w_lQ_l+w_bQ_b-\frac{2\gamma\delta}{d}\left(1-\frac{\delta}{d}\right)\frac{D_b-D_l}{D_{\rm eff}} .$$

For $\delta\ll d$ and $D_b\gg D_l$, the last term is close to $-\gamma w_b$. The loss of boundary area on heating offsets part of the gain in diffusivity, so the apparent energy is lower than at fixed grain size. In the example, let the grain size double between 500 and 700 °C and equal 200 nm at 600 °C. The interval in $\beta$ is 3.085 eV$^{-1}$, so $\gamma=\ln2/3.085=0.225$ eV. The shift at 600 °C is $-0.147$ eV, which lowers $E_D$ from 2.27 to 2.12 eV. Where the boundaries carry nearly all the flux, the energy tends to $Q_b-\gamma$, which is below both path energies. The bounds that hold for fixed grain size are then lost.

If the grains instead coarsen as the film thickens, the growth law itself changes. Suppose that $d$ is proportional to $L$ and that the boundaries carry almost all the flux. Then $D_{\rm eff}\approx2\delta D_b/d$ is proportional to $1/L$, the growth rate is proportional to $1/L^2$, and $L^3$ grows linearly with time. A growth constant taken from a plot of $L^2$ would then depend on the thickness range.

The diffusivity may also vary across the film. Cobalt diffuses by means of defects whose number can depend on the local cobalt potential. As a trial case, let both diffusivities be proportional to the cobalt activity. With $y=\mu-\mu(L)$, the local value in path $i$ is $D_ie^{\beta y}$, where $D_i$ now refers to the silicon side. Both paths contain the same factor, so they share one potential profile and there is still no sideways flux. In the steady state $J_i$ is independent of $x$, and integration across the film gives

$$J_iL=\frac{CD_i}{k_BT}\int_0^{\Delta\mu}e^{\beta y}dy=\frac{CD_i\Delta\mu}{k_BT}\,\frac{e^a-1}{a},\qquad a=\beta\Delta\mu .$$

The flux shares are unchanged, and the common factor adds to the apparent energy the amount

$$-\Delta\mu\,\frac{d}{da}\ln\frac{e^a-1}{a}=-\Delta\mu\left(\frac{e^a}{e^a-1}-\frac1a\right).$$

With $\Delta\mu=0.100$ eV and $a=0.100/0.07524=1.33$, the shift is $-0.061$ eV. If $Q_l$ and $Q_b$ are instead defined at the CoSi side, the reference diffusivity is larger by $e^{\beta\Delta\mu}$. The factor multiplying it is then smaller by $e^{-\beta\Delta\mu}$, which adds $\Delta\mu$ to the shift and makes it $+0.039$ eV.

A slow interface reaction acts in series with diffusion, and a series process has a different average. Let $v_d=K/(2L)$ be the growth rate for diffusion alone at thickness $L$, and $v_i$ the rate that the interface reaction alone would permit. For rates linear in the driving force, the resistances add: $1/v=1/v_d+1/v_i$. Differentiating with respect to $\beta$ at fixed $L$, and using $d(1/v)/d\beta=E_v/v$ for each rate, gives

$$\frac{E_v}{v}=\frac{E_K}{v_d}+\frac{E_i}{v_i},\qquad E_v=(1-r)E_K+rE_i,\qquad r=\frac{v}{v_i}.$$

Here $r$ is the interface's share of the total resistance. Parallel paths are weighted by flux, whereas steps in series are weighted by resistance. A trial interface energy $E_i=1.7$ eV with $r=0.1$ shifts the result by $0.1\times(1.7-2.195)=-0.050$ eV. Since $v_d$ falls as $1/L$ while $v_i$ does not depend on $L$, the interface matters less as the film thickens.

Straight boundaries were needed to keep the paths parallel. For any other arrangement of grains, let $u$ be the potential scaled to one at the first face and zero at the second. The film's conductance is proportional to $G=\int D|\nabla u|^2dV$. Its derivative is

$$\frac{dG}{d\beta}=\int\frac{dD}{d\beta}|\nabla u|^2dV+2\int D\,\nabla u\cdot\nabla\frac{du}{d\beta}\,dV .$$

The second integral vanishes on integration by parts, because $\nabla\cdot(D\nabla u)=0$ and $du/d\beta=0$ on both faces. With $dD/d\beta=-QD$ at each point,

$$E_D=\frac{\int Q\,D|\nabla u|^2dV}{\int D|\nabla u|^2dV}.$$

The general weight is the share of the dissipation, $D|\nabla u|^2$. In straight columns the gradient is the same everywhere, and this share reduces to the flux share.

The difference can be large. Consider a two-dimensional film with parallel boundary strips that repeat every 200 nm and are about 1 nm wide. They have the same area fraction as before but end halfway through the 100 nm thickness. The steady diffusion equation was solved by finite volumes on a grid of 80 rows and 48 columns, refined towards the strip, and the energy was taken from the change of the flux with $\beta$. At 600 °C the result is 2.58 eV, compared with 2.27 eV for continuous boundaries. By the dissipation formula, the share of the strips is $(2.6-E_D)/0.5$ with $E_D$ in eV, which is only a few per cent. Nearly all the dissipation takes place in the lattice, for two reasons. Every atom must use the lattice to cross the half of the film without strips; two halves simply in series would leave the strips a share of 0.17 and give 2.52 eV. In addition, the strips are farther apart than the film is thick, so atoms must spread sideways through the lattice from the strip ends. The result therefore depends on the thickness: at the same pitch, a film of 1000 nm with strips ending halfway gives about 2.53 eV.

For comparison with practice, CoSi$_2$ films can be made by annealing cobalt on silicon, with CoSi forming before CoSi$_2$. Growth can be followed at temperatures within the range used here, and apparent growth energies somewhat above 2 eV are of the right rough size. The path energies and prefactors used here were chosen so that both paths matter in this range; they are not measured values. The lattice prefactor of 20 cm$^2$/s is on the high side for diffusion in a solid, and a smaller one, with the boundary prefactor unchanged, would leave more of the flux to the boundaries. Of the assumptions examined here, fixed grain size is one that real films readily break, since grains coarsen on annealing. A doubling across the temperature range moves the example by about $-0.15$ eV, and interrupted boundaries can move it by about $+0.3$ eV. The small driving force also means that nucleation of CoSi$_2$ can delay growth, an effect outside this model. A single apparent energy therefore does not fix the path energies, and in this example a change of grain structure with temperature shifts it by more than 0.1 eV.
